# Knudsen resistance of a long, gently tapered circular hole

A dilute gas flows through a circular hole of length $L$ whose radius changes linearly from $a_1$ at the mouth to $a_2$ at the bottom. If molecules collide with the walls and not with one another, and if the hole is long and its slope small, the flow resistance is

$$
R\equiv\frac{\Delta n}{J}=\frac{3}{2\pi v}\int_0^L\frac{dz}{a(z)^3}
=\frac{3L\,(a_1+a_2)}{4\pi v\,a_1^2a_2^2},\qquad v=\sqrt{\frac{8T}{\pi M}} .
\tag{1}
$$

Here $\Delta n$ is the difference in number density between the ends, $J$ the number of molecules passing per unit time, $M$ the molecular mass and $v$ the mean thermal speed. The algebra is in atomic units, with the temperature $T$ measured as an energy, so $k_B=1$. No quantum constant enters, and (1) holds in any consistent units if $T$ is read as $k_BT$.

## Assumptions

The walls are isothermal. A molecule that strikes a wall leaves it again with no memory of its arrival direction, distributed by the cosine law: a surface element $dA'$ emitting a flux $b$ per unit area sends $b\cos\theta'\,dA'/\pi$ into unit solid angle at angle $\theta'$ from its normal. No molecules are lost at the wall, and the flow is steady. Both radii are much smaller than $L$, so that the slope $|a_1-a_2|/L$ is also small. The ratio $a_1/a_2$ need not be close to one. Equation (1) is the leading term for a long hole; its corrections are estimated below.

## Flux and density

In a gas at rest with density $n$, the number of molecules crossing unit area per unit time from one side is

$$
b=n\int_0^\infty v_z\sqrt{\frac{M}{2\pi T}}\,e^{-Mv_z^2/2T}\,dv_z
=n\sqrt{\frac{M}{2\pi T}}\,\frac{T}{M}=n\sqrt{\frac{T}{2\pi M}}=\frac{nv}{4}.
\tag{2}
$$

The last equality follows from $v/4=\sqrt{8T/(16\pi M)}$. In a steady flow without wall loss each piece of wall emits what it receives. We therefore describe the gas at depth $z$ by the wall's emitted flux $b(z)$, and define $n(z)=4b(z)/v$. In a long hole the gas is locally close to equilibrium, and this $n$ is the gas density to leading order.

## Molecules arriving at a cross-section

Consider first a straight stretch of radius $a$. Take two coaxial discs that fill the hole a distance $s$ apart. A straight line between an element $dA'$ of one and $dA$ of the other has length $r=\sqrt{s^2+\rho^2}$, where $\rho$ is their lateral separation, and makes an angle with $\cos\theta=s/r$ to both normals. The element $dA$ subtends the solid angle $\cos\theta\,dA/r^2$. If the first disc is crossed by a cosine-law flux $b$, the current that reaches the second without touching the wall between them is $bG(s)$, with

$$
G(s)=\int\!\!\int dA\,dA'\,\frac{s^2}{\pi\,(s^2+\rho^2)^2}.
\tag{3}
$$

No wall blocks these lines, because the stretch is convex.

Now let every surface emit the same $b$. The gas is then in equilibrium, and each disc is crossed by a cosine-law flux $b$. The current $bG(s)$ comes from surfaces farther away than $s$. The wall between $s$ and $s+ds$ must therefore supply

$$
b\,[G(s)-G(s+ds)]=-b\,G'(s)\,ds .
\tag{4}
$$

The factor $-G'(s)\,ds$ depends on straight lines alone, so it remains valid when $b$ varies along the hole.

Two limits of $G$ are needed. When $s\to0$ everything crossing one disc crosses the other, so $G(0)=\pi a^2$. When $s\gg a$, $\rho$ can be dropped in (3), and

$$
G(s)\simeq\frac{(\pi a^2)^2}{\pi s^2}=\frac{\pi a^4}{s^2}.
\tag{5}
$$

## The local flow law

Over a few radii, $b$ is nearly linear: $b(z\mp s)\simeq b(z)\mp s\,b'(z)$. Molecules crossing the section at $z$ toward larger $z$ come from walls at $z-s$, and their current is

$$
I_+=\int_0^\infty\,[b-s\,b']\,[-G'(s)]\,ds
=\pi a^2 b-b'\int_0^\infty G(s)\,ds .
\tag{6}
$$

The second term was integrated by parts, $\int_0^\infty s(-G')\,ds=[-sG]_0^\infty+\int_0^\infty G\,ds$; the boundary term vanishes because $sG\to0$ at both limits, by (5) at the far one. Molecules moving the other way come from $z+s$, which reverses the sign of $b'$: $I_-=\pi a^2b+b'\int_0^\infty G\,ds$. The net current toward larger $z$ is

$$
J=I_+-I_-=-2\,b'(z)\int_0^\infty G(s)\,ds .
\tag{7}
$$

To evaluate the integral, integrate (3) over $s$ first. With $s=\rho\tan\theta$,

$$
\int_0^\infty\frac{s^2\,ds}{(s^2+\rho^2)^2}
=\frac1\rho\int_0^{\pi/2}\sin^2\theta\,d\theta=\frac{\pi}{4\rho},
\qquad
\int_0^\infty G\,ds=\frac14\int\!\!\int\frac{dA\,dA'}{\rho}.
\tag{8}
$$

The remaining integral, $W(a)$, runs over pairs of points in one disc. Build the disc up from its centre. When its radius is $r$, use polar coordinates $(\rho,\psi)$ about a point on the rim, with $\psi$ measured from the inward diameter. The chord at angle $\psi$ has length $2r\cos\psi$, so

$$
\int\frac{dA'}{\rho}=\int_{-\pi/2}^{\pi/2}d\psi\int_0^{2r\cos\psi}d\rho
=\int_{-\pi/2}^{\pi/2}2r\cos\psi\,d\psi=4r .
\tag{9}
$$

Adding a ring of area $2\pi r\,dr$ adds pairs between the ring and the disc inside it. Each pair counts twice, since either point may be the first. Thus

$$
dW=2\,(4r)(2\pi r\,dr)=16\pi r^2\,dr,\qquad
W(a)=\frac{16\pi a^3}{3},\qquad
\int_0^\infty G\,ds=\frac{4\pi a^3}{3}.
\tag{10}
$$

Substituting (10) and $b=nv/4$ into (7) gives

$$
J=-2\,\frac v4\,\frac{dn}{dz}\,\frac{4\pi a^3}{3}
=-\frac{2\pi}{3}\,v\,a^3\,\frac{dn}{dz}.
\tag{11}
$$

Written as $J=-D\,\pi a^2\,dn/dz$, this is diffusion with $D=2av/3$. Two powers of the radius come from the open area. The third comes from the flight length between wall collisions, which scales with $a$.

The taper does not add a separate driving term. If $b$ is uniform, every line arriving at a section starts on a surface emitting $b$, whatever the shape, so both sides deliver $\pi a^2b$ and $J=0$. A small slope can therefore only change the coefficient of the density gradient. Over flights of a few radii, the relative change in radius is of the order of the slope, and it disappears in the long-hole limit.

## Adding the slices

Without wall loss, the steady current $J$ is the same at every depth. Equation (11), with the local radius, can then be rearranged and integrated:

$$
-\frac{dn}{dz}=\frac{3J}{2\pi v\,a(z)^3}
\quad\Longrightarrow\quad
n(0)-n(L)=J\,\frac{3}{2\pi v}\int_0^L\frac{dz}{a(z)^3}.
\tag{12}
$$

The slices act as resistors in series. This form holds for any slowly varying radius. For flow toward the mouth, both $J$ and the density difference change sign, and $R$ is unchanged.

For the linear taper, $a(z)=a_1+(a_2-a_1)z/L$ and $dz=L\,da/(a_2-a_1)$. If $a_1\ne a_2$,

$$
\int_0^L\frac{dz}{a^3}
=\frac{L}{a_2-a_1}\,\frac12\left(\frac1{a_1^2}-\frac1{a_2^2}\right)
=\frac{L}{a_2-a_1}\,\frac{(a_2-a_1)(a_2+a_1)}{2a_1^2a_2^2}
=\frac{L(a_1+a_2)}{2a_1^2a_2^2}.
\tag{13}
$$

The factor $a_2-a_1$ cancels, and the result also covers $a_1=a_2$, where it equals $L/a_1^3$. Multiplying by $3/(2\pi v)$ gives (1).

## What the taper does

Equation (1) is symmetric in $a_1$ and $a_2$: the hole has the same resistance in both directions. To see the effect of the taper, introduce the mean radius $m=(a_1+a_2)/2$ and the relative taper $\delta=(a_1-a_2)/(2m)$. Then $a_1=m(1+\delta)$, $a_2=m(1-\delta)$, $a_1a_2=m^2(1-\delta^2)$, and

$$
R=\frac{3L\,(2m)}{4\pi v\,m^4(1-\delta^2)^2}
=\frac{R_m}{(1-\delta^2)^2},\qquad R_m=\frac{3L}{2\pi v\,m^3}.
\tag{14}
$$

At fixed length, mean radius, temperature and mass, a taper raises the resistance, because the narrow part adds more than the wide part saves. For small $\delta$ the factor is $1+2\delta^2$, so a mild taper has only a second-order effect. A straight hole with the same $L$ and $R$ has the radius

$$
a_{\rm eq}=\left(\frac{2a_1^2a_2^2}{a_1+a_2}\right)^{1/3},
\tag{15}
$$

obtained by setting (13) equal to $L/a_{\rm eq}^3$.

## Finite length and a very narrow end

The local law fails near the ends, where the wall does not continue for many radii. At a distance $x\gg a$ from an end, the missing tail of (10) is, by (5), $\int_x^\infty G\,ds\simeq\pi a^4/x$, a fraction $3a/(4x)$ of the full integral. Averaging this fraction over the hole from $x\sim a$ to $x\sim L$ gives a correction of order $(a/L)\ln(L/a)$. This estimates the size of the correction, not its coefficient.

The limit of a very narrow bottom opening is instructive. For $a_2\ll a_1$, (1) becomes $R\simeq3L/(4\pi v\,a_1a_2^2)$. By (2), a thin opening of radius $a_2$ with gas on one side passes $\pi a_2^2\,nv/4$, so its own resistance is $R_{\rm o}=4/(\pi v\,a_2^2)$. Their ratio is

$$
\frac{R_{\rm o}}{R}\simeq\frac{4}{\pi v a_2^2}\,\frac{4\pi v\,a_1a_2^2}{3L}=\frac{16\,a_1}{3L}.
\tag{16}
$$

Both resistances diverge as $a_2^{-2}$, and the end effect stays a small fraction of the total only if $16a_1/(3L)\ll1$. In this limit $a_1/L$ is the slope, so (16) shows how small the slope must be: well below $3/16$.

A calculation that does not use the local law can test (1). Divide the conical wall into rings of area $S_i$, and let $K_{ij}$ be the cosine-law exchange area between rings $i$ and $j$. With unit flux emitted by the bottom and vacuum outside the mouth, the balance of each ring reads

$$
S_i\,b_i=\sum_jK_{ij}\,b_j+K_{i,\rm bottom}.
\tag{17}
$$

Its solution gives the escaping current, including all long flights and both ends. For radii of 50 and 30 nm, the resistance from (17) exceeds (1) by 4.7% at a depth of 5000 nm, 2.6% at 10000 nm and 1.4% at 20000 nm. The excess falls a little more slowly than $1/L$, as a logarithm would make it do. For a stronger taper, from 60 to 20 nm over 20000 nm, (17) exceeds (1) by 1.6%, but it is 1.81 times the mean-radius value $R_m$. The inverse-cube average is therefore needed even when the slope is small.

## Example: etch product leaving a contact hole

Consider silicon tetrafluoride, of mass 104.08 u, formed at the bottom of a hole being etched in silicon dioxide. Take $a_1=50$ nm, $a_2=30$ nm, $L=5000$ nm, walls at 300 K, a chamber pressure of 20 mTorr and an etch rate of 300 nm/min. These are rough values for a high-aspect-ratio contact hole.

The mean speed is $v=247$ m/s. Equation (13) gives

$$
\int_0^L\frac{dz}{a^3}=\frac{5000\times80}{2\times50^2\times30^2}\ {\rm nm^{-2}}=0.0889\ {\rm nm^{-2}} .
$$

With lengths converted to centimetres,

$$
R=\frac{3}{2\pi\,(2.47\times10^4)}\,(8.89\times10^{12})\ {\rm s/cm^3}
=1.72\times10^{8}\ {\rm s/cm^3},
$$

or 1.05 atomic units. Here $\delta=0.25$, and (14) puts $R$ a factor 1.138 above the mean-radius value. The equivalent straight radius is 38.3 nm. The lower, narrower half of the hole carries 68% of the resistance.

Suppose each oxide formula unit removed releases one product molecule. An oxide density of 2.2 g/cm³ and a molar mass of 60.08 g/mol correspond to 22.05 formula units per nm³. The front moves 5 nm each second over an area $\pi\times30^2$ nm², so

$$
J=5\times\pi\times30^2\times22.05\ {\rm s^{-1}}=3.12\times10^5\ {\rm s^{-1}} .
$$

The product density at the bottom exceeds that at the mouth by $RJ=5.36\times10^{13}$ cm⁻³. Multiplied by $k_BT$, this is a partial pressure of 1.66 mTorr, about 8% of the chamber pressure. This counts the silicon product alone. The two oxygen atoms of each formula unit must leave through the same hole, and each species adds a pressure rise proportional to its current times $\sqrt M$: the total is about 13% of the chamber pressure if the oxygen leaves as O₂, 17% as two CO and 22% as two COF₂. In this model the products escape with a build-up that stays well below the chamber pressure. Both the density and the partial pressure are time averages: $J$ times an escape time of one to two microseconds is less than one, so on average the hole holds less than one SiF₄ molecule.

With negligible product density at the mouth, (12) also gives the profile. The density at half depth is 0.316 of that at the bottom, less than one half because the steeper gradient lies in the narrow part. The ring balance gives the same fraction, 0.316, for the same radii and a depth of 20000 nm.

## How far the assumptions carry

Collisions in the gas are unimportant here. For an assumed molecular diameter of 0.5 nm, the mean free path is $1.3\times10^6$ nm, some $10^4$ times the mouth diameter, which sets the scale of a flight between walls. The same diameter keeps the molecule's centre 0.25 nm from the wall; reducing both radii by this amount raises $R$ by 2.1%.

The steady-state assumption is also safe for free flights. The diffusion time $L^2/(2D)$, evaluated at the mean radius, is 1.9 µs, during which the front advances about $2\times10^{-9}$ of the depth. Time spent adsorbed on the wall is not included in this estimate.

Partly specular walls lower the resistance. Let a fraction $f$ of wall collisions be diffuse. In a straight tube, specular reflection preserves the axial velocity and the chord length, so all $N$ flights between two diffuse events have the same axial displacement. The diffusion coefficient is proportional to the mean squared displacement per unit time, and is multiplied by $\langle N^2\rangle/\langle N\rangle$. For the probabilities $f(1-f)^{N-1}$, $\langle N\rangle=1/f$ and $\langle N^2\rangle=(2-f)/f^2$, so the factor is $(2-f)/f$. An assumed $f=0.95$ lowers $R$ by 9.5%, if this straight-tube factor is used for the gentle taper.

Permanent wall loss is a more serious matter. The wall area per unit volume is $2/a$, so a molecule strikes the wall at the rate $(v/4)(2/a)=v/(2a)$. During the time $L^2/(2D)=3L^2/(4av)$ it makes about

$$
\frac{v}{2a}\,\frac{3L^2}{4av}=\frac{3L^2}{8a^2}
\tag{18}
$$

collisions, or 5900 for the mean radius. A loss probability of only $10^{-5}$ per collision should then remove about 6% of the product. The ring balance for the actual taper gives 4.5%. At a probability of $10^{-3}$, (18) implies several loss events per escape time, and a constant current along the hole is no longer a usable assumption. Equation (1) should therefore not be applied to reactive radicals that the walls consume.

Real etched holes can depart from the model in several of these ways at once. Their profiles may be bowed, their walls may hold deposits that take up or release gas, and silicon may leave in more than one product. For the example, adding a bow of $5\sin(\pi z/L)$ nm to the radius, with the end radii held fixed, lowers $R$ by 20%, more than the finite-length correction. The two end radii are then not enough, and the integral in (12) should be taken over the measured profile. Walls 100 K hotter lower $R$ by 13% through $R\propto T^{-1/2}$; at fixed $J$ the pressure rise $RJT$ nevertheless grows as $T^{1/2}$. The quoted resistance is thus a result for a smooth, non-absorbing cone, and the shape and chemistry of a real wall can change it by far more than its printed digits suggest. The remaining values are in the numerical output.

## Computed values

```
Mouth radius: 50 nm
Bottom radius: 30 nm
Depth: 5000 nm
Wall slope (a1-a2)/L: 0.0040
Wall temperature: 300 K
Chamber pressure: 20 mTorr
SiF4 molecular mass: 104.08 u
Etch rate: 300 nm/min
Oxide mass density: 2.2 g/cm3
Oxide molar mass: 60.08 g/mol
Disc axial integral, unit radius: 4.188790
Disc-pair integral, unit radius: 16.755161
Mean thermal speed: 247.0 m/s
Integral of inverse radius cubed: 0.08889 nm^-2
Mean radius: 40.0 nm
Relative taper delta: 0.250
R / mean-radius R: 1.1378
Equivalent straight radius: 38.32 nm
Resistance share of lower half: 0.6836
Resistance R: 1.7180e+08 s/cm3
Resistance R: 1.0525e+00 atomic units
Oxide formula-unit density: 2.205e+22 cm^-3
Product current: 3.117e+05 molecules/s
Product density rise: 5.356e+13 cm^-3
Product pressure rise: 1.664 mTorr
Ring R / formula R, depth 5000 nm: 1.0474
Ring R / formula R, depth 10000 nm: 1.0258
Ring R / formula R, depth 20000 nm: 1.0139
Formula density at half depth / bottom: 0.3164
Ring value, depth 20000 nm: 0.3162
60 to 20 nm taper, depth 20000 nm:
  ring R / formula R: 1.0157
  ring R / mean-radius R: 1.8057
Assumed molecular diameter: 0.5 nm
Gas mean free path: 1.291e+06 nm
Mean free path / mouth diameter: 1.291e+04
R change from molecular size: +2.07 %
Assumed diffuse fraction: 0.95
R change from specular part: -9.52 %
Assumed wall-loss probability per hit: 1.0e-05
Product lost on wall before escape: 4.48 %
Assumed mid-depth bow in radius: 5.0 nm
R change from bow: -19.75 %
R change for walls 100 K hotter: -13.40 %
Diffusion time L^2/(2D), mean radius: 1.897e-06 s
Front advance in that time / depth: 1.897e-09
```
